# Stability threshold and ground state of the equal-mass spinless Salpeter Hamiltonian

## Problem

Two spinless particles of equal mass \(m\) attract each other through a potential proportional to \(1/r\). In the frame of zero total momentum their momenta are \(\mathbf p\) and \(-\mathbf p\), and the spinless Salpeter Hamiltonian is

\[
H=2\sqrt{p^2c^2+m^2c^4}-\frac{a\hbar c}{r},\qquad a>0 ,
\]

with \(a\) dimensionless and the rest energy \(2mc^2\) included. The expectation value of \(H\) is taken in normalized states with finite \(\langle|\mathbf p|\rangle\).

1. Show that \(\langle H\rangle\) is bounded below if and only if \(a\le 4/\pi\).
2. For \(a<4/\pi\), show that a ground state exists and is an s state, and enclose its energy \(E_0\) between two closed expressions.
3. Find the power of \(r\) with which the ground state behaves at short distance.
4. Compute \(E_0\) variationally for \(a=1\) and \(m=1.0\times10^{-27}\) kg. These are round model parameters.

## Solution

### Units

Measure momentum in \(mc\), length in \(\hbar/(mc)\) and energy in \(mc^2\). With \(k=|\mathbf p|/(mc)\), and \(r\) now dimensionless,

\[
h=\frac{H}{mc^2}=2\sqrt{k^2+1}-\frac ar .
\]

At large \(k\) the kinetic energy is \(2k\), which scales as an inverse length, just as the potential does. Shrinking a state then multiplies both by the same factor, and the outcome depends on \(a\). The nonrelativistic kinetic energy scales as an inverse length squared and wins at short distance for any \(a\).

### 1a. Bounded below for \(a\le4/\pi\)

Let \(\phi(\mathbf k)\) be the normalized momentum wave function. The Fourier transform of \(1/r\) is \(4\pi/k^2\), so, with the factor \((2\pi)^{-3}\) from the two plane waves,

\[
\Big\langle\frac1r\Big\rangle=\frac1{2\pi^2}\iint\frac{\phi^*(\mathbf p)\phi(\mathbf q)}{|\mathbf p-\mathbf q|^2}\,d^3p\,d^3q .
\]

From \(2xy\le x^2+y^2\),

\[
|\phi(\mathbf p)\phi(\mathbf q)|\le\tfrac12\Big[|\phi(\mathbf p)|^2\frac{p^2}{q^2}+|\phi(\mathbf q)|^2\frac{q^2}{p^2}\Big].
\]

The two terms contribute equally, because the kernel is symmetric. Hence

\[
\Big\langle\frac1r\Big\rangle\le\frac1{2\pi^2}\int d^3p\,|\phi(\mathbf p)|^2p^2\,I(p),\qquad I(p)=\int\frac{d^3q}{|\mathbf p-\mathbf q|^2q^2}.
\]

The angular integral is

\[
\int_{-1}^{1}\frac{d\xi}{p^2+q^2-2pq\xi}=\frac1{pq}\ln\left|\frac{p+q}{p-q}\right| .
\]

With \(d^3q=2\pi q^2dq\,d\xi\) and \(x=q/p\),

\[
I(p)=\frac{2\pi}{p}\int_0^\infty\ln\left|\frac{1+x}{1-x}\right|\frac{dx}x .
\]

For \(x<1\) the integrand is \(2\sum_{n\ge0}x^{2n}/(2n+1)\), and its integral is \(2\sum_n(2n+1)^{-2}=\pi^2/4\). The substitution \(x\to1/x\) gives the same value for \(x>1\). Thus \(I(p)=\pi^3/p\) and

\[
\Big\langle\frac1r\Big\rangle\le\frac\pi2\langle k\rangle .\tag{1}
\]

For \(a\le4/\pi\) define an angle \(\alpha\) by \(\sin\alpha=\pi a/4\), with \(0<\alpha\le\pi/2\). The Cauchy–Schwarz inequality for the vectors \((k,1)\) and \((\sin\alpha,\cos\alpha)\) gives \(\sqrt{k^2+1}\ge k\sin\alpha+\cos\alpha\). Therefore

\[
\langle h\rangle\ge2\cos\alpha+\frac{\pi a}2\langle k\rangle-a\Big\langle\frac1r\Big\rangle\ge2\cos\alpha=2\sqrt{1-\Big(\frac{\pi a}4\Big)^2}.\tag{2}
\]

At \(a=4/\pi\) this reads \(\langle h\rangle\ge0\), so the endpoint belongs to the bounded range.

### 1b. Unbounded for \(a>4/\pi\)

The constant in (1) must be shown to be sharp. Take \(\psi\propto u/r\) with \(u=r^\nu e^{-\beta r}\), \(\nu,\beta>0\). First,

\[
\Big\langle\frac1r\Big\rangle=\frac{\Gamma(2\nu)(2\beta)^{-2\nu}}{\Gamma(2\nu+1)(2\beta)^{-2\nu-1}}=\frac\beta\nu .
\]

For an s state, \(\sin(kr)/r\) is the eigenfunction of \(-\nabla^2\) with eigenvalue \(k^2\). Averages of functions of \(k\) are therefore taken with the square of the sine transform \(w(k)=\sqrt{2/\pi}\int_0^\infty u\sin kr\,dr\). Put \(\tan\theta=k/\beta\), so that \(\beta-ik=(\beta/\cos\theta)e^{-i\theta}\). The imaginary part of \(\int_0^\infty r^\nu e^{-(\beta-ik)r}dr=\Gamma(\nu+1)(\beta-ik)^{-\nu-1}\) gives

\[
w=\sqrt{\frac2\pi}\,\Gamma(\nu+1)\sin[(\nu+1)\theta]\Big(\frac{\cos\theta}\beta\Big)^{\nu+1}.\tag{3}
\]

With \(dk=\beta\,d\theta/\cos^2\theta\),

\[
\int_0^\infty kw^2dk=\frac2\pi\Gamma(\nu+1)^2\beta^{-2\nu}J,\quad
J=\int_0^{\pi/2}\sin^2[(\nu+1)\theta]\sin\theta\cos^{2\nu-1}\theta\,d\theta .
\]

Since \(\sin\theta\cos^{2\nu-1}\theta=-(2\nu)^{-1}d(\cos^{2\nu}\theta)/d\theta\), integrate by parts. The boundary terms vanish, at \(\theta=0\) through the sine and at \(\pi/2\) through the cosine:

\[
J=\frac{\nu+1}{2\nu}K(\nu),\qquad K(\nu)=\int_0^{\pi/2}\sin[2(\nu+1)\theta]\cos^{2\nu}\theta\,d\theta .
\]

Dividing by the norm \(\Gamma(2\nu+1)/(2\beta)^{2\nu+1}\) yields

\[
\langle k\rangle=\frac\beta\nu R(\nu),\qquad R(\nu)=\frac2\pi\,\frac{4^\nu\Gamma(\nu+1)^2(\nu+1)}{\Gamma(2\nu+1)}K(\nu).
\]

The integrand of \(K\) is bounded by 1, so the limit \(\nu\to0\) may be taken under the integral: \(K\to\int_0^{\pi/2}\sin2\theta\,d\theta=1\) and \(R\to2/\pi\).

Now use \(\sqrt{k^2+1}\le k+1\):

\[
\langle h\rangle\le2+\frac{2R(\nu)-a}{\nu}\,\beta .\tag{4}
\]

If \(a>4/\pi\), some small fixed \(\nu\) makes \(2R(\nu)<a\). Letting \(\beta\to\infty\) then sends the energy to \(-\infty\), which completes part 1.

For example, \(2R(0.01)=1.278149\). At \(a=1.3\) the slope in (4) is \((1.278149-1.3)/0.01=-2.185\). The computed trial energy is \(-21.79\,mc^2\) at \(\beta=10\) and \(-218.50\,mc^2\) at \(\beta=100\): a tenfold contraction gives nearly tenfold binding.

The threshold is the same for unequal masses. Their kinetic energy lies between \(2|\mathbf p|c\) and \(2|\mathbf p|c+(m_1+m_2)c^2\), so (1) and the same trial functions settle both directions. The collapse comes from the singularity at \(r=0\), where the attraction is unbounded: a potential that never falls below \(-V_0\) gives \(H\ge2mc^2-V_0\).

### 2. Ground state and upper bound

For any \(\mu>0\), \((\sqrt{k^2+1}-\mu)^2\ge0\) implies

\[
2\sqrt{k^2+1}\le\frac{k^2+1+\mu^2}\mu .
\]

The right side with \(-a/r\) added is a nonrelativistic Coulomb problem. For \(u=re^{-\kappa r}\),

\[
-\frac{u''}\mu-\frac aru=\Big(\frac{2\kappa}{\mu r}-\frac{\kappa^2}\mu-\frac ar\Big)u ,
\]

so \(\kappa=a\mu/2\), with Coulomb energy \(-\mu a^2/4\). In this state \(\langle h\rangle\le\mu(1-a^2/4)+1/\mu\). The minimum over \(\mu\), at \(\mu=(1-a^2/4)^{-1/2}\), is \(2\sqrt{1-a^2/4}\). With (2), the lowest energy obeys

\[
2\sqrt{1-\Big(\frac{\pi a}4\Big)^2}\le\frac{E_0}{mc^2}\le2\sqrt{1-\frac{a^2}4}\qquad\Big(0<a<\frac4\pi\Big).\tag{5}
\]

**Existence.** Let \(h_0=2\sqrt{k^2+1}\), \(\lambda>0\), \(G=(h_0+\lambda)^{-1}\) and \(B=\sqrt{a/r}\,G^{1/2}\). By (1), \(\|B\|^2\le\pi a/4<1\). Factoring \(G^{-1/2}\) out of \(h+\lambda\) on both sides gives

\[
(h+\lambda)^{-1}-G=G^{1/2}B^\dagger(1-BB^\dagger)^{-1}BG^{1/2}.
\]

Here \(BG^{1/2}=\sqrt{a/r}\,G\) is compact. Restricted to \(r<R\) and \(k<\Lambda\), it is a product of a square-integrable function of position and one of momentum, hence Hilbert–Schmidt. The part with \(r>R\) has norm of order \(R^{-1/2}\). By (1), the part with \(k>\Lambda\) has squared norm at most \((\pi a/2)\sup_{k>\Lambda}k/(h_0+\lambda)^2\), of order \(1/\Lambda\). Both vanish as the cutoffs grow.

A compact change of the resolvent leaves the essential spectrum unchanged (Weyl's theorem), so it is \([2,\infty)\), as for \(h_0\). Below 2 there can be only isolated eigenvalues of finite multiplicity. The upper bound in (5) is below 2, so at least one exists.

**Symmetry.** Replacing \(\phi\) by \(|\phi|\) keeps the kinetic energy and cannot lower \(\langle1/r\rangle\), because the kernel is positive. So \(|\phi|\) is also a ground state and obeys

\[
\Big(2\sqrt{k^2+1}-\frac{E_0}{mc^2}\Big)|\phi(\mathbf k)|=\frac a{2\pi^2}\int\frac{|\phi(\mathbf q)|}{|\mathbf k-\mathbf q|^2}d^3q>0 .
\]

Thus \(|\phi|\) vanishes nowhere, and equality of the two potential energies forces \(\phi\) to have a constant phase. Two such functions cannot be orthogonal, so the ground state is unique. A rotation must return the same positive function, which is therefore spherically symmetric.

**Weak coupling.** Expand \(2\sqrt{k^2+1}=2+k^2-k^4/4+\dots\) and use the Coulomb state with \(\kappa=a/2\). From \(k^2\psi=(2\kappa/r-\kappa^2)\psi\), with \(\langle1/r\rangle=\kappa\) and \(\langle1/r^2\rangle=2\kappa^2\),

\[
\langle k^4\rangle=4\kappa^2(2\kappa^2)-4\kappa^3(\kappa)+\kappa^4=5\kappa^4,\qquad
\frac{E_0}{mc^2}\simeq2-\frac{a^2}4-\frac{5a^4}{64}.
\]

This is first-order perturbation theory. At \(a=0.5\) it gives 1.93262, against the computed 1.93309.

### 3. Short-distance power

Let \(u\sim r^\nu\) with \(0<\nu<1\). Taking \(\beta\to0\) in the transform that led to (3) defines the regularized transforms

\[
\int_0^\infty r^\nu\sin kr\,dr=\Gamma(\nu+1)\cos\frac{\pi\nu}2\,k^{-\nu-1},\quad
\int_0^\infty r^{\nu-1}\sin kr\,dr=\Gamma(\nu)\sin\frac{\pi\nu}2\,k^{-\nu}.
\]

Multiplying the first by \(k\) gives \(\nu\cot(\pi\nu/2)\) times the second. The operator \(k\) thus turns \(\psi\sim r^{\nu-1}\) into \(\nu\cot(\pi\nu/2)\,r^{\nu-2}\). The mass and \(E_0\) enter at less singular order, so \(2k\) must cancel \(a/r\):

\[
\nu\cot\frac{\pi\nu}2=\frac a2 .\tag{6}
\]

The left side decreases from \(2/\pi\) at \(\nu=0\) to 0 at \(\nu=1\). With \(x=\pi\nu/2\) its derivative is \((\sin x\cos x-x)/\sin^2x<0\), so there is one root in this interval for each \(0<a<4/\pi\), and it reaches zero at the stability threshold. The left side is even in \(\nu\), so \(-\nu\) also solves (6), but \(u\sim r^{-\nu}\) makes \(\langle1/r\rangle\) diverge, which (1) forbids for finite \(\langle k\rangle\). For \(a=1\), \(\cot(\pi/4)=1\) gives \(\nu=1/2\), so \(\psi\sim r^{-1/2}\) and \(w\sim k^{-3/2}\).

This local argument selects a good trial function. The upper bounds below do not depend on it, since any \(\nu>0\) is admissible.

### 4. Variational energy for \(a=1\)

**One function.** Take \(u=\sqrt r\,e^{-\beta r}\), whose norm is \(1/(4\beta^2)\). With \(\Gamma(3/2)^2=\pi/4\), equation (3) gives

\[
\langle h_0\rangle=4\beta^2\cdot\frac2\pi\cdot\frac\pi4\cdot\frac1{\beta^2}\int_0^{\pi/2}2\sqrt{1+\beta^2\tan^2\theta}\,\sin^2\frac{3\theta}2\cos\theta\,d\theta .
\]

The potential energy is \(-\beta/\nu=-2\beta\), so

\[
E(\beta)=4\int_0^{\pi/2}\sqrt{\cos^2\theta+\beta^2\sin^2\theta}\,\sin^2\frac{3\theta}2\,d\theta-2\beta .
\]

For \(\beta\to0\) this tends to 2, two particles at rest. For \(\beta\to\infty\) the integral term tends to \(3\beta\), so \(E\simeq\beta\) and contraction is resisted.

The numerical minimum is at \(\beta=0.492413\). There the kinetic term, rest energy included, is 2.643291 and the potential term is \(-0.984826\), which gives \(E=1.658465\). The length \(1/\beta\) is \(7.14\times10^{-16}\) m, about twice \(\hbar/(mc)=3.52\times10^{-16}\) m.

**More functions.** Keep \(\beta\) and use the orthonormal set

\[
u_n=N_nr^\nu e^{-\beta r}L_n^{(2\nu)}(2\beta r),\qquad N_n^2=\frac{(2\beta)^{2\nu+1}n!}{\Gamma(n+2\nu+1)} .
\]

Each \(u_n\) is a finite sum of terms \(r^{\nu+j}e^{-\beta r}\). Its transform follows from (3) with \(\nu\to\nu+j\), and the kinetic matrix is a set of integrals over \(\theta\).

For the potential, the Laguerre generating function gives \(L_m^{(2\nu)}=\sum_{k\le m}L_k^{(2\nu-1)}\). Orthogonality with weight \(x^{2\nu-1}e^{-x}\) leaves \(\sum_{k\le n}\Gamma(k+2\nu)/k!=\Gamma(n+2\nu+1)/(2\nu\,n!)\) for \(n\le m\), a sum proved by induction on \(n\). Hence

\[
\Big\langle n\Big|\frac1r\Big|m\Big\rangle=\frac\beta\nu\sqrt{\frac{m!\,\Gamma(n+2\nu+1)}{n!\,\Gamma(m+2\nu+1)}}\qquad(n\le m).
\]

The lowest matrix eigenvalue is the minimum of \(\langle h\rangle\) in the spanned space. It is an upper bound to \(E_0\) and cannot rise as functions are added. In units of \(mc^2\):

| functions | energy |
|---|---|
| 1 | 1.6584649 |
| 2 | 1.6584649 |
| 4 | 1.6581850 |
| 8 | 1.6581759 |
| 12 | 1.6581758 |

The second function brings no gain, for a reason that can be derived. Differentiating the normalized \(u_0\propto\beta^{\nu+1/2}r^\nu e^{-\beta r}\) gives

\[
\frac{\partial u_0}{\partial\beta}=\frac{2\nu+1-2\beta r}{2\beta}\,u_0=\frac{L_1^{(2\nu)}(2\beta r)}{2\beta}\,u_0\propto u_1 .
\]

At the optimal \(\beta\), \(0=dE/d\beta=2\langle\partial_\beta u_0|h|u_0\rangle\), so the matrix element between \(u_0\) and \(u_1\) vanishes. The two-function matrix is then diagonal, and the lower of its two elements is that of \(u_0\).

**Independent check.** In momentum space the s-wave equation is

\[
2\sqrt{k^2+1}\,w(k)-\frac a\pi\int_0^\infty\ln\left|\frac{k+q}{k-q}\right|w(q)\,dq=\frac E{mc^2}\,w(k).
\]

Diagonalized on a logarithmic grid, it gives \(1.6581756\,mc^2\) and a tail power of \(-1.5005\), against the predicted \(-3/2\). The variational value is an upper bound, so the exact energy lies at or below it. The grid value is not a bound and can fall on either side of the variational one: here it lies slightly below, while at \(a=1.2\) it lies slightly above (1.363802 against 1.363772).

**Result.** With \(mc^2=8.98755\times10^{-11}\) J,

\[
E_0=1.65818\,mc^2=1.4903\times10^{-10}\ \text{J}=930.17\ \text{MeV},
\]
\[
2mc^2-E_0=0.34182\,mc^2=3.0722\times10^{-11}\ \text{J}=191.75\ \text{MeV}.
\]

The binding takes up 17% of the total rest energy and exceeds the nonrelativistic \(a^2/4=0.25\) by 37% of that value. The direction is general in this model: the upper bound in (5) lies below \(2-a^2/4\), so relativistic kinematics strengthens the binding for every \(0<a<4/\pi\).

### Approach to the threshold

Energies in units of \(mc^2\), with the bounds of (5):

| \(a\) | lower | variational | upper |
|---|---|---|---|
| 0.5 | 1.8393 | 1.9331 | 1.9365 |
| 1.0 | 1.2380 | 1.6582 | 1.7321 |
| 1.2 | 0.6685 | 1.3638 | 1.6000 |

The lower bound vanishes at \(4/\pi\), but being only a bound it does not show that \(E_0\) vanishes there. At \(a=1.2\) it is far from tight: the variational and grid energies agree at 1.3638, about twice the bound.

A momentum cutoff separates the two regimes. Raising it from \(e^{14}\) to \(e^{16}\) (in \(mc\)) changes the grid energy at \(a=1.2\) from 1.36402 to 1.36386. At \(a=1.5\) the grid energy goes from about \(-3.5\times10^3\) to \(-2.6\times10^4\), a factor 7.389, equal to the ratio \(e^2\) of the cutoffs. With the mass negligible, the cutoff is the one remaining scale and sets the energy.

The model omits spin, retardation and pair creation. At binding this strong those omissions matter, so the digits above describe this Hamiltonian and not a measured system. The numerical output follows.

## Values computed for the example and the checks

```
critical coupling 4/pi = 1.273240
integral of ln|(1+x)/(1-x)|/x = 4.934802; pi^2/2 = 4.934802
largest grid value of <1/r>/<k> = 1.55472; pi/2 = 1.57080
nu = 1: 2R = 1.697653
nu = 0.1: 2R = 1.321559
nu = 0.01: 2R = 1.278149
nu = 0.001: 2R = 1.273731
a = 1.3, nu = 0.01: slope (2R-a)/nu = -2.1851
  beta = 1 mc/hbar: trial energy = -1.685 mc^2
  beta = 10 mc/hbar: trial energy = -21.787 mc^2
  beta = 100 mc/hbar: trial energy = -218.503 mc^2
grid a = 1.2: E at cutoff e^14 = 1.36402, e^16 = 1.36386 mc^2
grid a = 1.5: E at cutoff e^14 = -3542.17351, e^16 = -26173.31968 mc^2
grid energy ratio at a = 1.5: 7.3891; cutoff ratio = 7.3891
example: m = 1.0e-27 kg, a = 1, nu = 0.500000
rest energy mc^2 = 8.987552e-11 J
length hbar/(mc) = 3.517673e-16 m
optimal beta = 0.492413 mc/hbar; 1/beta = 7.143744e-16 m
  1 functions: E = 1.6584649 mc^2
  2 functions: E = 1.6584649 mc^2
  4 functions: E = 1.6581850 mc^2
  8 functions: E = 1.6581759 mc^2
  12 functions: E = 1.6581758 mc^2
independent grid energy = 1.6581756 mc^2
momentum tail power = -1.5005; predicted = -1.5000
E0 = 1.49029e-10 J = 930.168 MeV
binding 2mc^2-E0 = 3.07216e-11 J = 191.749 MeV
binding 2mc^2-E0 = 0.341824 mc^2; nonrelativistic a^2/4 = 0.250000 mc^2
a, nu, beta (mc/hbar), then energies in mc^2: lower, variational, grid, upper
0.5 0.80925 0.23254 1.839334 1.933089 1.933089 1.936492
1.0 0.50000 0.49241 1.237982 1.658176 1.658176 1.732051
1.2 0.26294 0.64823 0.668538 1.363772 1.363802 1.600000
```
